\section*{The critical angle for X-ray total external reflection from electron density, part 2}

An X-ray beam in vacuum meets the flat surface of a medium at a small angle $\theta$, measured from the surface. Below the critical angle $\theta_c$ no wave travels on into the medium. The questions now concern the reflection and its conditions.

Hartree atomic units are used, with $c=137.036$; a photon of angular frequency $\omega$ has energy $\omega$. The surface is at $z=0$, $z$ points into the medium, and fields vary as $e^{-i\omega t}$. In vacuum the wavenumber is $k=\omega/c$ and the wavelength $\lambda=2\pi c/\omega$.

The medium has $\rho$ electrons per unit volume. An electron with binding frequency $\omega_0$ has polarizability $1/(\omega_0^2-\omega^2)$, which tends to the free-electron value $-1/\omega^2$ for $\omega\gg\omega_0$. With free electrons and no absorption, the index $n=1-\delta$ follows from the polarization $P$ and field $E$:
\begin{equation}
n^2=1+\frac{4\pi P}{E}=1-\frac{4\pi\rho}{\omega^2}
=1-\frac{\omega_p^2}{\omega^2},
\qquad \omega_p^2=4\pi\rho .
\label{eq:index}
\end{equation}
With the classical electron radius $r_e=1/c^2$,
\begin{equation}
\delta\approx\frac{r_e\lambda^2\rho}{2\pi}.
\label{eq:deltaSI}
\end{equation}

For an electric field parallel to the surface, the depth dependence $F(z)$ obeys, even if $n$ depends on $z$,
\begin{equation}
F''+k^2\left(n^2-\cos^2\theta\right)F=0 .
\label{eq:F}
\end{equation}
In a uniform medium the solutions are $e^{\pm ik_zz}$, with normal wavevector $k_z$:
\begin{equation}
k_z^2=k^2\left(n^2-\cos^2\theta\right)
=k^2\left(1-\frac{\omega_p^2}{\omega^2}-\cos^2\theta\right)
=\frac{\omega^2\sin^2\theta-\omega_p^2}{c^2}.
\label{eq:kz}
\end{equation}
It vanishes at the critical angle (the edge):
\begin{equation}
\cos\theta_c=n=1-\delta,
\qquad\text{equivalently}\qquad
\sin\theta_c=\frac{\omega_p}{\omega}.
\label{eq:crit}
\end{equation}
\begin{equation}
\theta_c=\sqrt{2\delta}\left(1+\frac{\delta}{12}+\dots\right).
\label{eq:small}
\end{equation}

The example has $\rho=0.2$ bohr$^{-3}$, $\omega=300$ hartree, $\lambda=2.870$ bohr, $\omega_p=1.5853$ hartree, $\delta=1.396\times10^{-5}$ and $\theta_c=5.284\times10^{-3}$ rad. If all its electrons were single oscillators of frequency $30$ hartree, $\delta$ would rise by $1.0\%$ and $\theta_c$ by $0.5\%$.

\subsection*{(e) Is the reflection total?}

\textit{Find the reflected fraction $R$ of the intensity below and above $\theta_c$, and the depth to which the field reaches below $\theta_c$.}

\paragraph{Solution.}
Write $q=k\sin\theta$ for the normal wavevector in vacuum. With an incident wave of unit amplitude,
\[
F=e^{iqz}+r\,e^{-iqz}\quad(z<0),\qquad
F=t\,e^{ik_zz}\quad(z>0).
\]
The equation for $F$ contains a finite jump of $n^2$ at the surface, so $F''$ is finite there, and both $F$ and $F'$ are continuous. At $z=0$ this means
\[
1+r=t,\qquad q(1-r)=k_zt .
\]
Eliminating $t$ gives $q(1-r)=k_z(1+r)$, so $q-k_z=r(q+k_z)$ and
\begin{equation}
r=\frac{q-k_z}{q+k_z},\qquad R=|r|^2 .
\label{eq:r}
\end{equation}

Below the critical angle $k_z=i\kappa$ with
\begin{equation}
\kappa=\frac{\sqrt{\omega_p^2-\omega^2\sin^2\theta}}{c}>0 .
\label{eq:kappa}
\end{equation}
The positive sign is required because $e^{ik_zz}=e^{-\kappa z}$ must not grow with depth. Then
\[
R=\frac{|q-i\kappa|^2}{|q+i\kappa|^2}=\frac{q^2+\kappa^2}{q^2+\kappa^2}=1 .
\]
The reflection is total, although the field does enter the medium. Its amplitude falls by a factor $e$ over the depth $1/\kappa$. At vanishing angle this depth is $c/\omega_p=137.04/1.5853=86.4$ bohr. At half the critical angle $\omega\sin\theta$ is very nearly $\omega_p/2$, and the depth is $86.4/\sqrt{1-1/4}=99.8$ bohr. It grows without limit as $\theta$ approaches $\theta_c$ from below.

Above the critical angle $k_z$ is real and $0<k_z<q$, so $0<r<1$ and part of the beam enters. For small angles $k_z/q=\sqrt{1-(\theta_c/\theta)^2}$. At $\theta=1.1\,\theta_c$ this is $0.4166$, and
\[
R=\left(\frac{1-0.4166}{1+0.4166}\right)^2=0.170 .
\]
A rise of ten per cent in angle has removed more than four fifths of the reflected intensity. The reason is the square root. With $\theta=(1+\epsilon)\theta_c$ and small $\epsilon$, $k_z/q\approx\sqrt{2\epsilon}$. Since $(1-y)^2/(1+y)^2\approx1-4y$ for small $y$,
\[
R\approx1-4\sqrt{2\epsilon},
\]
which falls from one with infinite slope.

Far above the edge, multiply the numerator and denominator of $r$ by $q+k_z$ and use $q^2-k_z^2=\omega_p^2/c^2$:
\[
r=\frac{\omega_p^2/c^2}{(q+k_z)^2}\approx\frac{\omega_p^2}{4c^2q^2},
\qquad
R\approx\left(\frac{\theta_c}{2\theta}\right)^4
\qquad(\theta_c\ll\theta\ll1).
\]
At $2\theta_c$ the full formula gives $R=0.0052$, while this limit gives $0.0039$, so the limit has not yet been reached there.

\subsection*{(f) When is absorption negligible?}

\textit{Let $n=1-\delta+i\beta$ with $\beta>0$. Find $R$ at $\theta=\sqrt{2\delta}$, and state what $\beta$ must satisfy for the edge to remain sharp.}

\paragraph{Solution.}
A wave $e^{inkz}$ contains the factor $e^{-\beta kz}$, so positive $\beta$ describes absorption. Squaring the index gives
\[
n^2=(1-\delta)^2+2i(1-\delta)\beta-\beta^2\approx1-2\delta+2i\beta,
\]
where $\delta^2$, $\delta\beta$ and $\beta^2$ have been dropped. With $\cos^2\theta=1-\sin^2\theta\approx1-\theta^2$,
\begin{equation}
\frac{k_z^2}{k^2}=n^2-\cos^2\theta\approx\theta^2-2\delta+2i\beta .
\label{eq:kzabs}
\end{equation}
This is not zero at any real angle. With absorption there is no angle at which $k_z$ vanishes, and the edge is rounded. The angle $\sqrt{2\delta}$ is where the edge would lie without absorption.

At $\theta=\sqrt{2\delta}$ the real part of equation (\ref{eq:kzabs}) cancels to first order in $\delta$. The terms dropped leave $-\delta^2/3-\beta^2$ in the real part, which is negligible beside $2\beta$ as long as $\delta^2\ll6\beta$ and $\beta\ll1$. Since $(1+i)^2=2i$, the root that decays with depth is $k_z/k=\sqrt\beta\,(1+i)$. Dividing the numerator and denominator of equation (\ref{eq:r}) by $q\approx k\sqrt{2\delta}$ gives
\[
r=\frac{1-x(1+i)}{1+x(1+i)},\qquad x=\sqrt{\frac{\beta}{2\delta}} ,
\]
\begin{equation}
R=\frac{(1-x)^2+x^2}{(1+x)^2+x^2}=\frac{1-2x+2x^2}{1+2x+2x^2},
\qquad
1-R=\frac{4x}{1+2x+2x^2}.
\label{eq:Rabs}
\end{equation}
For small $x$ the loss is $4x$. The edge is sharp if
\begin{equation}
4\sqrt{\frac{\beta}{2\delta}}\ll1 ,
\label{eq:cond}
\end{equation}
which asks for much more than $\beta<\delta$. For $\beta/\delta=10^{-2}$, $x=0.0707$ and
\[
1-R=\frac{0.2828}{1+0.1414+0.0100}=0.246 .
\]
One per cent in $\beta/\delta$ costs a quarter of the intensity at the edge. For $\beta/\delta=10^{-4}$ and $10^{-1}$, equation (\ref{eq:Rabs}) gives $R=0.972$ and $0.422$. A loss below one per cent at the edge requires roughly $4x<0.01$, which means a ratio $\beta/\delta$ of only about $10^{-5}$. For the example this lies at the margin of the condition $\delta^2\ll6\beta$, so the figure is an order of magnitude and no more.

Well below the edge absorption is less harmful. For any complex $k_z$,
\[
1-R=\frac{|q+k_z|^2-|q-k_z|^2}{|q+k_z|^2}=\frac{4q\,\mathrm{Re}\,k_z}{|q+k_z|^2}.
\]
Here $k_z^2=-\kappa^2+2i\beta k^2$. If the second term is much smaller than the first, $k_z\approx i\kappa+\beta k^2/\kappa$, as squaring confirms to first order in $\beta$. In the denominator $|q+i\kappa|^2=q^2+\kappa^2\approx2\delta k^2$, so
\[
1-R\approx\frac{4q\,\beta k^2/\kappa}{2\delta k^2}=\frac{2\beta}{\delta}\,\frac{q}{\kappa}.
\]
The loss is now proportional to $\beta$ and not to its square root. At half the critical angle $q/\kappa=0.5/\sqrt{0.75}=0.577$, and the loss is about $1.15\,\beta/\delta$. It grows towards the edge because the field reaches deeper and is stronger inside.

\subsection*{(g) Why does the mean density suffice?}

\textit{The wavelength in the example, $2.87$ bohr, is shorter than typical distances between atomic planes. Put all electrons into thin sheets parallel to the surface, a distance $d$ apart, and find how far the critical angle moves from $\sin\theta_c=\omega_p/\omega$.}

\paragraph{Solution.}
The density is still averaged within each plane. This supposes that no Bragg condition is met, so that structure along the surface sends no strong beam in another direction. Even then, such structure moves the edge by an amount of the same small order as the layering treated here, so the sheets give the order of magnitude of the effect and not its value in a crystal. For a density $\rho(z)$ that varies with depth, $k^2n^2=k^2-4\pi\rho(z)/c^2$, and the equation for $F$ becomes
\[
F''+q^2F=\frac{4\pi\rho(z)}{c^2}F .
\]
Each sheet holds $\rho d$ electrons per unit area. Integrating across one sheet, where $F$ is continuous, shows that $F'$ jumps by
\[
gF,\qquad g=\frac{4\pi\rho d}{c^2}=\frac{\omega_p^2d}{c^2}.
\]

Let $F_j$ be the field at sheet $j$. Between sheets $F''=-q^2F$, and the solution that takes the values $F_j$ and $F_{j+1}$ at the two ends is
\[
F=\frac{F_j\sin q(z_{j+1}-z)+F_{j+1}\sin q(z-z_j)}{\sin qd}.
\]
Its slope just after sheet $j$ is $q(F_{j+1}-F_j\cos qd)/\sin qd$. In the same way, the slope just before sheet $j$ is $q(F_j\cos qd-F_{j-1})/\sin qd$. Their difference is $gF_j$:
\[
F_{j+1}+F_{j-1}-2F_j\cos qd=\frac gq\,F_j\sin qd .
\]
Solutions have the form $F_j=\mu^j$, with
\begin{equation}
\mu+\frac1\mu=2\cos qd+\frac gq\sin qd .
\label{eq:bloch}
\end{equation}
A travelling wave has $\mu=e^{iKd}$ with real $K$, and the left side is $2\cos Kd\le2$. A field that decays without change of sign has $0<\mu<1$, and the left side exceeds $2$. As $q\to0$ the right side tends to $2+gd>2$, so the field decays at grazing incidence. The edge is where the right side first equals $2$. Using $1-\cos qd=2\sin^2(qd/2)$ and $\sin qd=2\sin(qd/2)\cos(qd/2)$,
\[
4\sin^2\frac{qd}2=\frac{2g}{q}\sin\frac{qd}2\cos\frac{qd}2
\quad\Longrightarrow\quad
q\tan\frac{qd}{2}=\frac g2 .
\]
For small $qd$, $\tan(qd/2)\approx(qd/2)\,[1+(qd)^2/12]$. Hence
\[
q^2\left[1+\frac{(qd)^2}{12}\right]\approx\frac gd=\frac{\omega_p^2}{c^2}.
\]
In the small bracket $q$ may be replaced by $\omega_p/c$. Taking the square root halves the correction:
\begin{equation}
q\approx\frac{\omega_p}{c}\left[1-\frac1{24}\left(\frac{\omega_pd}{c}\right)^2\right].
\label{eq:shift}
\end{equation}
The leading term is $k\sin\theta_c=\omega_p/c$, obtained here without a refractive index for a uniform medium.

For $d=4$ bohr, $\omega_pd/c=4/86.44=0.0463$, and the relative shift is $-0.0463^2/24=-8.9\times10^{-5}$. A numerical search for the edge of the stack gives $-8.92\times10^{-5}$, and $-3.57\times10^{-4}$ at twice the spacing, four times as much.

The sheets matter so little because the normal wavevector sets the scale on which the field varies with depth. At the edge $2\pi/q=2\pi\times86.4\approx540$ bohr, far more than $d$, although the full wavelength is shorter than $d$. The sign also has a simple cause. At the edge $\mu=1$, so the field is equal at neighbouring sheets and follows a cosine with its maximum midway between them. The electrons sit where the field is weakest and act like a slightly smaller density. Both arguments concern the layering in depth. Along the surface the wavevector $k\cos\theta$ is not small, and in-plane structure adds a shift of similar size that depends on the photon energy, can largely cancel the shift from the layers, and grows near a Bragg condition.

The same stack also tests parts (e) and (f). At $1.1\,\theta_c$ it reflects $0.1695$, against $0.1696$ from equation (\ref{eq:r}), and its decay length at $\theta_c/2$ is $99.82$ bohr against $99.81$. With absorption and a spacing of $0.25$ bohr, its reflectivity at $\sqrt{2\delta}$ agrees with equation (\ref{eq:Rabs}) to within about $2\times10^{-4}$ for the three ratios $\beta/\delta$. The numerical output lists these values.

\subsection*{(h) Reading the density from the angle}

\textit{Express $\rho$ through a measured critical angle. How do errors carry over, and does the result depend on the surface profile or on the thickness of a film?}

\paragraph{Solution.}
From $\sin\theta_c=\omega_p/\omega$ and $\omega_p^2=4\pi\rho$,
\begin{equation}
\rho=\frac{\omega^2\sin^2\theta_c}{4\pi}\approx\frac{\omega^2\theta_c^2}{4\pi}.
\end{equation}
A small relative error in the angle doubles in the density. The $0.5\%$ shift found for a binding frequency of $30$ hartree would therefore be misread as an excess density of $1\%$. The angle must also be that of the edge itself, which is best found by fitting the whole curve $R(\theta)$ with equation (\ref{eq:r}), using $k_z$ from equation (\ref{eq:kzabs}) if there is absorption. The point of half height is not the edge. Without absorption $R=1/2$ requires $k_z/q=0.1716$, which occurs at $\theta=\theta_c/\sqrt{1-0.1716^2}=1.015\,\theta_c$; taken for $\theta_c$, it would give a density $3\%$ too high. The normal wavevector at the edge, $k\sin\theta_c=\omega_p/c$, does not contain the photon energy. Curves taken at different energies thus share one edge when plotted against $k\sin\theta$, as long as the free-electron response holds and absorption is negligible. With absorption, the rounding of the edge depends on $\beta/\delta$, which may change with energy. In the sheet model, doubling the energy halves the critical angle to the printed accuracy. A fourfold density multiplies it by $1.9995$ instead of $2$, mainly because the shift in equation (\ref{eq:shift}) grows with density.

A gradual surface does not spoil total reflection. Without absorption $n^2(z)$ is real, and $F''$ is a real multiple of $F$. The quantity $J=\mathrm{Im}(F^*F')$ then satisfies
\[
J'=\mathrm{Im}\left(|F'|^2+F^*F''\right)=0,
\]
so $J$ is the same at all depths. In vacuum it equals $q(1-|r|^2)$. If the field dies away deep in the medium, $J=0$ there, and so $R=1$ whatever the profile near the surface. The profile does change the reflectivity above the edge.

A film must be thick compared with $1/\kappa$ for its own density to set the edge. Otherwise the field reaches the substrate. If the substrate has a lower electron density, its critical angle is smaller. Between the two critical angles a wave can travel in the substrate, $J$ is not zero, and part of the beam leaks through the film. This becomes unavoidable close to the film's critical angle, where $1/\kappa$ exceeds any given thickness. On a substrate denser than the film, thickness alone is not enough: without absorption the field still dies away in the substrate, so $J=0$ and $R=1$ up to the substrate's larger critical angle, however thick the film is. With absorption this changes: a film thick enough to absorb the wave that enters it hides the substrate, and the edge returns to the film's own critical angle.

\section*{Numbers as computed}
\begin{verbatim}
electron density rho = 0.200 bohr^-3
photon energy omega = 300.0 hartree
photon energy, converted = 8.1634 keV
speed of light c = 137.0360 a.u.
wavelength = 2.8701 bohr
plasma frequency omega_p = 1.58533 hartree
ratio omega_p/omega = 0.00528444
delta = 1.396273e-05
delta from r_e lambda^2 rho/(2 pi) = 1.396263e-05
theta_c = arcsin(omega_p/omega) = 0.00528446 rad
theta_c, converted = 0.30278 degree
sqrt(2 delta) = 0.00528445 rad
relative error of sqrt(2 delta) = -1.164e-06
correction coefficient at delta = 1e-4: 0.0833352
binding frequency tested = 30.0 hartree
polarizability from motion = -1.122334e-05 a.u.
free-electron value -1/omega^2 = -1.111111e-05 a.u.
bound/free polarizability ratio = 1.01010
resulting theta_c ratio = 1.00504
sheet spacing = 4.0 bohr
edge of sheet stack = 0.00528399 rad
relative edge shift from sheets = -8.922e-05
same shift at doubled spacing = -3.568e-04
edge ratio for fourfold density = 1.99949
edge ratio for doubled energy = 0.50000
length c/omega_p = 86.440 bohr
decay length at theta_c/2, formula = 99.812 bohr
decay length at theta_c/2, stack = 99.824 bohr
R at 0.5 theta_c: stack 1.00000, Fresnel 1.00000
R at 0.9 theta_c: stack 1.00000, Fresnel 1.00000
R at 1.1 theta_c: stack 0.16952, Fresnel 0.16961
R at 2.0 theta_c: stack 0.00517, Fresnel 0.00516
R at sqrt(2 delta) with absorption (sheet spacing 0.25 bohr):
beta/delta 1e-04: stack 0.9723, formula 0.9721, 1-4x 0.9717
beta/delta 1e-02: stack 0.7544, formula 0.7544, 1-4x 0.7172
beta/delta 1e-01: stack 0.4219, formula 0.4219, 1-4x 0.1056
\end{verbatim}
